# Why phonon-assisted Auger recombination overtakes the direct process in wide-gap semiconductors

## Three carriers at rest

Put two conduction electrons and one hole at the band edges of a direct-gap semiconductor, all with zero crystal momentum. In Auger recombination one electron fills the hole, and the other takes up the released energy, which is the gap $E_g$. If the surviving electron stays in the same band, it must then have kinetic energy $E_g$, and so a large momentum. But the three carriers brought no momentum with them. Within these two bands the process is forbidden, however strong the Coulomb interaction.

Two ways out are compared here. The carriers can bring the momentum themselves, which requires kinetic energy and makes the direct process thermally activated. Or a phonon can supply the momentum. A phonon of large wavevector still has a small energy, so this second route works for carriers at rest.

The size of the effect follows from a model with isotropic parabolic bands. I use Rydberg atomic units: $\hbar=1$, the free-electron mass is $1/2$, and a carrier of mass $m$, in units of the free-electron mass, has kinetic energy $k^2/m$. The conduction and hole masses are $m_c$ and $m_v$, and $T$ stands for $k_BT$. Carriers are nondegenerate, so they follow Boltzmann statistics. "Dominates" here means dominates over direct Auger recombination; radiative and defect recombination are not considered.

The numerical example has round model parameters: $m_c=0.2$, $m_v=0.8$, $E_g=0.25$ Ry, phonon energy $\omega=0.004$ Ry and a temperature of 300 K, for which $T=0.00190$ Ry. For carriers at rest, emission of a phonon leaves the hot electron with $E_g-\omega=0.246$ Ry. Its momentum, and hence the momentum the phonon must supply, is $\sqrt{0.2\times0.246}=0.222$ bohr$^{-1}$. The phonon takes less than 2% of the gap energy.

## The price of momentum in the direct process

Let the electrons have momenta $\mathbf k_a$ and $\mathbf k_b$, and the hole $\mathbf k_h$, where a hole's momentum is minus that of the missing valence electron. Electron $a$ survives; $b$ recombines with the hole. Define

$$
\mathbf P=\mathbf k_a+\mathbf k_b+\mathbf k_h,\qquad
K=\frac{k_a^2+k_b^2}{m_c}+\frac{k_h^2}{m_v},\qquad M=2m_c+m_v .
$$

The final electron carries all the momentum $\mathbf P$, so energy conservation reads

$$
E_g+K=\frac{P^2}{m_c}. \tag{1}
$$

To find the smallest $K$, separate the common motion from the relative motion. With $i$ running over the three carriers,

$$
\sum_i m_i\left|\frac{\mathbf k_i}{m_i}-\frac{\mathbf P}{M}\right|^2
=\sum_i\frac{k_i^2}{m_i}-\frac{2P^2}{M}+\frac{P^2}{M}
=K-\frac{P^2}{M}. \tag{2}
$$

The left side is not negative, hence $K\ge P^2/M$, with equality when all $\mathbf k_i/m_i$ are equal, that is, when the carriers share one velocity. Replacing $P^2$ by $m_c(E_g+K)$ from (1) gives

$$
K\ge\frac{m_c}{M}(E_g+K)
\;\Rightarrow\;
K\,(M-m_c)\ge m_cE_g
\;\Rightarrow\;
K\ge E_a=\frac{m_c}{m_c+m_v}E_g . \tag{3}
$$

The activation energy is proportional to the gap, with a coefficient fixed by the masses. In the example it is $0.2\times0.25=0.050$ Ry, or $26\,T$. The process in which two holes and one electron produce a hot hole follows by exchanging the masses; its threshold is 0.200 Ry. A light surviving carrier lowers the threshold because it needs less momentum to hold a given energy.

## The direct rate

To compare rates, the interaction must be specified. I take a local one,

$$
H_A=\lambda\int d^3r\,\psi_a^\dagger\psi_a\psi_b\psi_h+\text{h.c.},
$$

with $a$ and $b$ of opposite spin, so that they are distinguishable. This describes one spin channel. In a crystal of volume $V$, three initial plane waves and one final wave contribute $V^{-3/2}V^{-1/2}$, and the integral contributes $V$. The matrix element is therefore $\lambda/V$ when momentum is conserved.

The golden rule gives each triple of carriers the rate $2\pi(\lambda/V)^2\delta(E_g+K-P^2/m_c)$. There are $n_an_bp\,V^3$ triples, where $n_a$, $n_b$ and $p$ are the densities. The rate per volume is thus $Cn_an_bp$, with

$$
C=2\pi\lambda^2J,\qquad
J_{\rm dir}=\left\langle\delta\!\left(E_g+K-\frac{P^2}{m_c}\right)\right\rangle ,
$$

where the brackets denote a Boltzmann average.

By (2), $K=X+Y$, where $X=P^2/M$ is quadratic in three momentum components and $Y$ is quadratic in the six relative ones. The change of variables is linear and the weight $e^{-K/T}$ factorizes, so $X$ and $Y$ are independent. A quadratic energy in $d$ dimensions has a probability density proportional to $X^{d/2-1}e^{-X/T}$. After normalization,

$$
p(X)=\frac{2\sqrt X\,e^{-X/T}}{\sqrt\pi\,T^{3/2}},\qquad
p(Y)=\frac{Y^2e^{-Y/T}}{2T^3}.
$$

Since $P^2/m_c=(M/m_c)X$, the delta function sets

$$
Y=rX-E_g,\qquad r=\frac{M}{m_c}-1=\frac{m_c+m_v}{m_c}.
$$

Its argument has unit slope in $Y$, so no further factor appears. The condition $Y\ge0$ means $X\ge E_g/r=E_a$. Write $X=E_a+y$; then $Y=ry$ and $X+Y=E_a+(1+r)y$. Therefore

$$
J_{\rm dir}=\frac{r^2e^{-E_a/T}}{\sqrt\pi\,T^{9/2}}
\int_0^\infty dy\,\sqrt{E_a+y}\;y^2e^{-(1+r)y/T}. \tag{4}
$$

For $T\ll E_a$ the square root is nearly $\sqrt{E_a}$ where the integrand matters. The remaining integral is $2T^3/(1+r)^3$, so

$$
J_{\rm dir}\simeq\frac{2r^2}{\sqrt\pi(1+r)^3}\,
\frac{\sqrt{E_a}}{T^{3/2}}\,e^{-E_a/T}. \tag{5}
$$

In the example $r=5$, and (5) gives $1.32\times10^{-9}$ Ry$^{-1}$. Numerical quadrature of (4) gives $1.33\times10^{-9}$ Ry$^{-1}$.

A momentum-dependent Coulomb matrix element can change the prefactor and the powers of $T$ and $E_g$. It would not create final states below $E_a$, because (3) follows from the conservation laws alone.

## What the phonon changes

Let the phonon have a momentum-independent energy $\omega$, and couple it to the band edges by

$$
H_{ep}=\frac1{\sqrt V}\sum_{\mathbf q}
\left(b_{\mathbf q}+b^\dagger_{-\mathbf q}\right)
\left[g_c\rho_c(\mathbf q)-g_v\rho_h(\mathbf q)\right].
$$

Here $\rho_c(\mathbf q)$ and $\rho_h(\mathbf q)$ add momentum $\mathbf q$ to an electron or a hole. The hole term has a minus sign because raising the valence edge raises the energy of valence electrons and lowers that of a hole.

Take the three carriers at rest. Let $s=+1$ denote phonon emission and $s=-1$ absorption. The hot electron ends with kinetic energy

$$
\varepsilon_s=E_g-s\omega .
$$

The second-order amplitude is a sum over intermediate states, each divided by the initial energy minus the intermediate energy. With $\lambda$ and the volume factors removed, there are four contributions:

- **Phonon after the Auger step.** The intermediate state is one electron at rest, with energy zero. The term is $g_c/E_g$.
- **Phonon first, on survivor $a$.** The intermediate energy is $E_g+\varepsilon_s+s\omega$. The denominator is $-(\varepsilon_s+s\omega)=-E_g$, and the term is $-g_c/E_g$.
- **Phonon first, on electron $b$.** The energies are the same, and the term is again $-g_c/E_g$.
- **Phonon first, on the hole.** The hole acquires kinetic energy $(m_c/m_v)\varepsilon_s$. The coupling $-g_v$ divided by $-[(m_c/m_v)\varepsilon_s+s\omega]$ gives a positive coefficient of $g_v$.

The phonon operator moves a particle within its own species, so these paths have no relative fermion sign. Their sum is

$$
A_s=-\frac{g_c}{E_g}+\frac{g_v}{(m_c/m_v)\varepsilon_s+s\omega}. \tag{6}
$$

The first two contributions cancel. For a local interaction and carriers at rest, scattering of the surviving electron, before or after the Auger step, has no net effect. The amplitude comes from the phonon's action on the recombining pair, which then passes the momentum on. Keeping just the path in which the hot electron scatters afterwards would give a nonzero answer where the full sum over the survivor's paths gives zero. In both of these paths the recombining pair is at rest and passes no momentum to the survivor, so the cancellation needs only that the two Auger matrix elements be equal. An unscreened Coulomb interaction is singular at zero momentum transfer, and there this limit needs separate treatment.

The rate requires a sum over final momenta. Its volume factors are $\lambda^2/V^3$ from the squared amplitude and $V\int d^3k/(2\pi)^3$ from the sum, which together give the same $\lambda^2/V^2$ as in the direct process. With $\varepsilon=k^2/m_c$, we have $k^2dk=\tfrac12m_c^{3/2}\sqrt\varepsilon\,d\varepsilon$, and hence

$$
\int\frac{d^3k}{(2\pi)^3}\,\delta\!\left(\varepsilon_s-\frac{k^2}{m_c}\right)
=\frac1{2\pi^2}\,\frac{m_c^{3/2}\sqrt{\varepsilon_s}}2
=\frac{m_c^{3/2}\sqrt{\varepsilon_s}}{4\pi^2}.
$$

Emission has weight $N+1$ and absorption $N$, where $N=1/(e^{\omega/T}-1)$. Thus

$$
J_{\rm ph}=\frac{m_c^{3/2}}{4\pi^2}
\left[(N+1)A_+^2\sqrt{\varepsilon_+}+NA_-^2\sqrt{\varepsilon_-}\right]. \tag{7}
$$

If $\omega$ is much smaller than both $E_g$ and $(m_c/m_v)E_g$, then $\varepsilon_s\simeq E_g$ and $A_s\simeq-(g_c-g_vm_v/m_c)/E_g$. Equation (7) becomes

$$
J_{\rm ph}\simeq(2N+1)\,
\frac{m_c^{3/2}\,(g_c-g_vm_v/m_c)^2}{4\pi^2E_g^{3/2}}. \tag{8}
$$

There is no factor $e^{-E_a/T}$. As $T\to0$, $N$ vanishes but spontaneous emission remains. The gap enters as a power: $E_g^{-2}$ from the squared energy denominators and $E_g^{1/2}$ from the density of final states. This power assumes couplings independent of $q$. A polar (Fröhlich) coupling varies as $1/q$ and has $g_c=g_v$; since $q^2\simeq m_cE_g$, it turns the law into $E_g^{-5/2}$.

Equation (8) also shows a condition. If $g_cm_c=g_vm_v$, the leading amplitude vanishes, and the argument for dominance must be made again with the terms neglected here.

## How large the effect is

Take $g_c=0.1$ and $g_v=-0.1$ Ry bohr$^{3/2}$, so that the two edges move in opposite directions. For emission, (6) gives

$$
A_+=-\frac{0.1}{0.25}-\frac{0.1}{0.25\times0.246+0.004}
=-1.93\ \text{bohr}^{3/2}.
$$

For absorption $A_-=-2.08$ bohr$^{3/2}$. The phonon occupation is $N=0.139$, and the final-state density for emission is $1.124\times10^{-3}$ Ry$^{-1}$ bohr$^{-3}$. The emission part of $J_{\rm ph}$ is therefore

$$
1.139\times(1.927)^2\times1.124\times10^{-3}
=4.75\times10^{-3}\ \text{Ry}^{-1}.
$$

Absorption adds $0.69\times10^{-3}$ Ry$^{-1}$, for a total of $5.44\times10^{-3}$ Ry$^{-1}$. This is about four million times the direct value. The unknown $\lambda$ has dropped out of the ratio. The simpler law (8) gives $5.79\times10^{-3}$ Ry$^{-1}$, about 6% above (7).

The phonon-assisted process is not fast in itself: it is of higher order, and its coefficient is small. It wins because the direct coefficient collapses as the gap widens. Evaluating (4) and (7) at 300 K with the other parameters fixed gives:

| $E_g$ (Ry) | $J_{\rm dir}$ (Ry$^{-1}$) | $J_{\rm ph}$ (Ry$^{-1}$) | $J_{\rm ph}/J_{\rm dir}$ |
|---|---|---|---|
| 0.05 | $8.5\times10^{-1}$ | $5.1\times10^{-2}$ | 0.06 |
| 0.10 | $6.1\times10^{-3}$ | $2.0\times10^{-2}$ | 3.2 |
| 0.15 | $3.9\times10^{-5}$ | $1.1\times10^{-2}$ | $2.9\times10^2$ |
| 0.20 | $2.3\times10^{-7}$ | $7.5\times10^{-3}$ | $3.3\times10^4$ |
| 0.25 | $1.3\times10^{-9}$ | $5.4\times10^{-3}$ | $4.1\times10^6$ |
| 0.30 | $7.5\times10^{-12}$ | $4.2\times10^{-3}$ | $5.6\times10^8$ |

From (5) and (8), the ratio varies as $E_g^{-2}e^{E_a/T}$. Since $E_a\propto E_g$, the derivative of its logarithm with respect to $\ln E_g$ is $E_a/T-2$. Where (5) and (8) hold, the ratio therefore grows with the gap if $E_a>2T$, and so throughout the regime $T\ll E_a$ for which (5) was derived.

A numerical root search puts the crossover at $E_g\approx0.086$ Ry, or 1.2 eV, where $E_a\approx9T$. Doubling $J_{\rm ph}$ moves it to 0.078 Ry, and halving $J_{\rm ph}$ moves it to 0.094 Ry. The logarithmic derivative explains this weak dependence: a factor $f$ in $J_{\rm ph}$ shifts the crossover by roughly $-E_g\ln f/(E_a/T-2)$. The crossover value belongs to these masses, couplings and temperature; it is not a universal boundary between narrow and wide gaps.

## Moving carriers and resonances

Carriers at 300 K are not at rest. I averaged the complete second-order rate over 300,000 sets of thermal momenta, using the actual energy denominators for each set. At $E_g=0.25$ Ry the result is 1.08 times the band-edge value (7). Thermal motion is a modest correction here, while it is the whole source of the direct rate.

The average contains a subtlety. For some initial momenta an energy denominator vanishes. The intermediate state then has the initial energy, so both steps conserve energy separately: a real direct Auger event is preceded or followed by real phonon scattering. The carriers entering that Auger event must satisfy (3).

If the Auger step comes first, the initial kinetic energy is at least $E_a$. If the phonon step comes first, it is at least $E_a+s\omega$. For absorption the energy saved is offset by the occupation $N$, which is about $e^{-\omega/T}$ when $\omega\gg T$. These events therefore carry the direct activation and belong to the direct channel. With $E_a=26T$ their thermal weight is far too small for the sample to reach them. Near the crossover, where $E_a\approx9T$, separating the channels needs more care, and the crossover gap should be read as an estimate. The table and the crossover use the band-edge value (7). Near the crossover, thermal motion raises the nonresonant assisted rate by about 20 to 25%, which lowers the crossover by 0.002 to 0.003 Ry.

## What to do in practice

**Find the direct threshold from the actual bands.** Equation (3) assumes that the hot electron stays in the same parabolic band. Real bands are not parabolic at an energy $E_g$ above the edge. As an illustration, the dispersion $\varepsilon(1+\varepsilon/E_g)=k^2/m_c$ raises the threshold of the example from 0.050 to about 0.20 Ry, so the ratios and the crossover above belong to the parabolic model. Suppose next that the hot electron can enter a second conduction band of mass $m_2<M$, whose minimum lies at the same crystal momentum and an energy $\Delta$ above the first. Energy conservation becomes $E_g-\Delta+K=P^2/m_2$.

For $\Delta<E_g$, the argument that led to (3) gives the threshold $(E_g-\Delta)m_2/(M-m_2)$. For $\Delta>E_g$, the smallest $K$ is $\Delta-E_g$, reached at $P=0$. With $m_2=0.4$ and $E_g=0.25$ Ry, the threshold is 0.025 Ry for $\Delta=0.20$ Ry and 0.010 Ry for $\Delta=0.26$ Ry, compared with 0.050 Ry in the single band. It vanishes at $\Delta=E_g$. A wide gap alone therefore does not guarantee that the phonon-assisted process dominates.

**Sum the amplitudes before squaring.** The survivor's two paths cancel in this model for carriers at rest, and the electron and hole terms can cancel as well. Adding the separate path probabilities would miss both effects.

**Keep the resonant part separate.** If a calculation regularizes vanishing denominators by a broadening, vary the broadening while keeping it much smaller than the nonresonant denominators. A strong dependence on it then indicates that sequential direct events are being counted within the phonon-assisted rate.

**Use the temperature dependence as a diagnostic.** Define an effective activation energy as $T^2\,d\ln J/dT$. For the direct process, (5) gives $E_a-\tfrac32T$, or 0.047 Ry in the example. For the phonon-assisted process, numerical differentiation of (7) gives 0.0011 Ry. This small remainder comes entirely from the phonon occupation, the only temperature-dependent quantity in (7), and in this example is below the phonon energy itself. In general (8) gives $\omega/\sinh(\omega/T)$, which approaches $T$ and exceeds $\omega$ for soft phonons or high temperature. Thermal motion of the carriers, absent from (7), raises the value of the example to 0.0012 Ry. Within this model, a weak temperature dependence points to the assisted process when the direct threshold is known to be many times $T$. A wide gap does not ensure this, because a second band or a very light electron can lower the threshold. In real devices, alloy disorder, impurities and heterointerfaces can also supply the momentum without activation, so a weak temperature dependence alone does not single out phonons.

**Stay within the carrier statistics.** At high density, for $m_c=0.2$ at 300 K already near the effective density of states $2\times10^{18}$ cm$^{-3}$, the carriers become degenerate, and Fermi filling supplies kinetic energy even at low temperature. The Boltzmann average behind (4) then no longer applies. The conservation condition (3) still does, but the occupation of states above threshold must be recalculated.
